Niklasson's Density-Matrix Update from an Extended Lagrangian

Take one nuclear coordinate R of mass M in a harmonic well, and suppose that its electronic state is described by one number, D = gR, which follows the nucleus instantaneously. Add an auxiliary variable p with a small fictitious mass μ, tied to D by a spring of frequency ω:

L = ½MṘ² − ½kR² + ½μṗ² − ½μω²(gR − p)².

The Euler-Lagrange equations are

MR̈ = −kR − μω²g(gR − p),
μp̈ = μω²(gR − p).

In the second equation μ cancels, leaving p̈ = ω²(gR − p). In the first it remains, as a factor of the spring force. If μ goes to zero at fixed ω, the nucleus no longer feels p, while p is still driven by the nucleus.

The price of a finite μ can be read off as well. For motion at frequency Ω, R̈ = −Ω²R and p̈ = −Ω²p, so

p = gR ω²/(ω² − Ω²),  gR − p = −gR Ω²/(ω² − Ω²).

Inserting the second expression in the nuclear equation and dividing by −R gives

k = Ω²[M + μg²ω²/(ω² − Ω²)].

For Ω ≪ ω the auxiliary variable adds a mass μg² to the nucleus, which vanishes with μ. The general derivation has the same structure, with a density matrix in place of the number D.

Let R now stand for all nuclear coordinates R_I, with masses M_I. The electrons are treated at a mean-field level with an energy E(R,D), where D is the real symmetric density matrix per spin in an orthonormal basis. It satisfies D² = D and Tr D = N, the number of occupied orbitals per spin. The ground-state matrix D(R) minimizes E(R,D) under these constraints, and E(R) = E(R,D(R)) is the Born-Oppenheimer energy of this mean-field model. A gap between occupied and empty orbitals is assumed, and D(R) is assumed to be a smooth, isolated minimum. Orthonormality at every R means that the constraints do not depend on R.

This last property gives a simple force. Hold the nuclei in the energy function at R, but insert the density matrix D(R′) belonging to other positions R′. It satisfies the same constraints, so E(R,D(R′)) has its minimum at R′ = R, and its derivative with respect to R′ vanishes there. Hence the change of D contributes nothing to the first derivative of E(R):

F_I = −∂E(R)/∂R_I = −[∂E(R,D)/∂R_I] at fixed D = D(R).

In a basis whose overlap changes with R the constraints move too, and further terms appear.

Introduce a real symmetric matrix P as an independent dynamical variable. It need not be idempotent. The extended Lagrangian is

L = ½Σ_I M_I Ṙ_I² − E(R) + ½μ Tr[Ṗ²] − ½μω² Tr[(D(R) − P)²].

For the nuclei, the derivative of the last term follows from the product rule and the cyclic property of the trace:

∂/∂R_I {−½μω² Tr[(D − P)²]} = −μω² Tr[(D − P) ∂D/∂R_I].

Therefore

M_I R̈_I = F_I − μω² Tr[(D − P) ∂D/∂R_I].  (1)

For P, a symmetric variation δP changes the spring term by +μω² Tr[(D − P)δP]; the sign is positive because P enters the square with a minus sign. After integration by parts the kinetic term contributes −μ Tr[P̈ δP]. Stationarity requires

Tr[{−μP̈ + μω²(D − P)}δP] = 0

for every symmetric δP. The brace is itself symmetric, so it may be chosen as δP; the trace of its square then vanishes, and so does the brace. Dividing by μ,

P̈ = ω²(D − P).  (2)

The force in (1) vanishes with μ provided that D − P does not grow as μ shrinks. To see that it does not, write the solution of (2) as

P(t) = P(0) cos ωt + Ṗ(0) sin ωt/ω + ω∫₀ᵗ sin[ω(t − s)] D(s) ds.

With the norm ‖A‖ = (Tr A²)^½, idempotency gives ‖D‖ = √N. Thus, up to a time T,

‖P(t)‖ ≤ ‖P(0)‖ + ‖Ṗ(0)‖/ω + ωT√N,

a bound without μ. If the initial data do not depend on μ and the nuclei remain where ∂D/∂R_I is bounded, the extra force is of order μ, and so is the change of the nuclear path over a fixed time. In the limit

M_I R̈_I = F_I,  P̈ = ω²(D(R) − P).

The decoupling runs one way: P has left the nuclear equation, but R still drives P.

The energy has the matching limit. Multiply (1) by Ṙ_I and sum, multiply μ times (2) by Ṗ and take the trace, then add. The right-hand sides combine to −dE/dt − μω² Tr[(D − P)(Ḋ − Ṗ)], a total time derivative, so

½Σ_I M_I Ṙ_I² + E(R) + ½μ Tr[Ṗ²] + ½μω² Tr[(D − P)²]

is constant. Differentiating the solution for P shows that Ṗ is bounded independently of μ too. As μ → 0 the conserved quantity becomes the Born-Oppenheimer energy, nuclear kinetic energy plus E(R).

The derivation needs D and E to be independent of P. If self-consistency is stopped early with P as the initial guess, the energy becomes some W(R,P). The equation for P then acquires −(1/μ)∂W/∂P, which has no finite limit in general, and the dependence of D on P changes the spring term. Equation (2) with an unconverged D is thus an approximation, to be examined separately.

For one nuclear coordinate, the added mass of the opening example also survives. When the nucleus is slow compared with ω, the smooth part of P stays close to D, and (2) gives D − P = P̈/ω² ≈ D̈/ω². With primes for derivatives by R, D̈ = D′R̈ + D″Ṙ², and (1) becomes

MR̈ = F − μ Tr[D′²]R̈ − μ Tr[D′D″]Ṙ².

Define m(R) = μ Tr[D′²], whose derivative is m′ = 2μ Tr[D′D″]. Then

(M + m)R̈ + ½m′Ṙ² = F,

the equation of motion of a particle with kinetic energy ½(M + m)Ṙ². This holds to leading order in the ratio of nuclear to auxiliary frequency, with no large free oscillation of P.

It remains to discretize (2). Let δt be the time step and P(n) the matrix at time nδt. Adding the Taylor expansions of P(n+1) and P(n−1) cancels the odd terms:

P(n+1) + P(n−1) = 2P(n) + δt² P̈(n) + O(δt⁴), at fixed ω.

Dropping the remainder and inserting (2) gives Niklasson's update,

P(n+1) = 2P(n) − P(n−1) + κ(D(n) − P(n)),  κ = ω²δt².  (3)

If κ is held at a number of order one, as in the example below, ω = √κ/δt rises as the step is shortened. The free oscillation at ω is then never finely resolved, and the Taylor argument alone does not justify (3) for it. A discrete action does not need that resolution:

S = δt Σ_n {½μ Tr[(P(n+1) − P(n))²]/δt² − ½μω² Tr[(D(n) − P(n))²]}.

An interior P(n) occurs in two kinetic terms and one spring term. Setting the derivative to zero gives

(μ/δt)[2P(n) − P(n+1) − P(n−1)] + μω²δt[D(n) − P(n)] = 0.

Multiplication by δt/μ yields (3) directly. The numerical check confirms this stationarity by finite differences of S.

One time step runs as follows. With P(n) as the initial guess, the electronic problem at R(n) is solved for D(n). The force follows from D(n), the nuclei advance by the Verlet formula R(n+1) = 2R(n) − R(n−1) + δt²F(n)/M, and P advances by (3).

Exchanging P(n+1) and P(n−1) leaves (3) unchanged, so the guess carries no direction of time. Taking the trace, and using Tr D(n) = N, shows that if two successive matrices have trace N, the next has trace 2N − N + κ(N − N) = N. Idempotency is not inherited, since it is a quadratic condition and (3) is a linear combination.

How good a guess is P(n)? Let D(n) vary as cos(nθ), with θ = Ωδt, and try P(n) = G D(n). Since

cos[(n+1)θ] + cos[(n−1)θ] − 2cos(nθ) = −4 sin²(θ/2) cos(nθ),

equation (3) requires −4 sin²(θ/2) G = κ(1 − G), or

G = κ/[κ − 4 sin²(θ/2)].

For small θ the error relative to D is G − 1 ≈ θ²/κ, of second order in δt. Reusing the previous density instead leaves D(n) − D(n−1) ≈ δt Ḋ, of first order. The estimate fails near the resonance 4 sin²(θ/2) = κ. A free oscillation, fixed by the starting matrices, is added to the driven response.

That free oscillation decides stability. With D constant, P(n) − D = zⁿA in (3) gives

z² − (2 − κ)z + 1 = 0.

The product of the roots is one. For 0 < κ < 4 they are a complex pair on the unit circle, and the deviation neither grows nor decays. Above κ = 4 one root lies below −1 and the deviation grows while alternating in sign; at κ = 4 the double root −1 permits linear growth. Disturbances are not damped within the stable range either.

Now let the electronic solver be incomplete, returning D_out with an error γ times the error of its input: D_out − D = γ(P − D). Then

D_out − P = (1 − γ)(D − P),

so κ is replaced by κ(1 − γ), and stability requires 0 < κ(1 − γ) < 4.

A small mean-field model makes these statements quantitative. Two electrons of opposite spin share two sites a distance R apart, with

E(R,D) = 2 Tr[H₀D] + ½U(q₁² + q₂²) + V(R),  q_i = 2D_ii − 1.

H₀ has diagonal elements Δ/2 and −Δ/2 and off-diagonal elements −t, where t = t₀ exp[−β(R − R₀)]. The parameters are Δ = 3 eV, U = 1 eV, t₀ = 2 eV, β = 1.5 Å⁻¹ and R₀ = 1.5 Å. The repulsion is V = 1.5 eV × exp[−(4 Å⁻¹)(R − R₀)], and the reduced mass is 10 u, or 1036.4 eV fs² Å⁻². These values represent no particular molecule.

Let s = D₂₂ − D₁₁. Differentiating E by D gives twice the mean-field Hamiltonian H, with diagonal elements h and −h, off-diagonal elements −t, and h = Δ/2 − Us. Since H² = ε² times the unit matrix, with ε = (h² + t²)^½, the projector on the lower orbital is D = ½(1 − H/ε). Hence s = h/ε and D₁₂ = t/(2ε). One diagonalization turns an input s into an output h/ε; because dh/ds = −U and d(h/ε)/dh = t²/ε³,

γ = −Ut²/ε³.

At the equilibrium length 1.553 Å, s = 0.74125 − 0.25875 = 0.4825, h = 1.5 − 0.4825 = 1.0175 eV and t = 2 exp(−1.5 × 0.053) = 1.847 eV. Then ε = 2.109 eV and γ = −0.364. This factor belongs to the polarization. The trace of P and its off-diagonal element do not affect the output of one diagonalization, so for them the factor is zero and the limit remains 4. The polarization sets the stricter limit, κ = 4/1.364 = 2.93 at this length. Runs at fixed R, 2% below and 2% above, confirm the limit 2.93 with one diagonalization and the limit 4 with converged densities. Since γ depends on R, so does the limit: at 1.653 Å, the starting length used below, γ = −0.389 and the limit is 2.88, so a vibrating bond needs κ below the smallest value met along its path, not merely below 2.93.

The bond is released from rest 0.1 Å beyond equilibrium, with δt = 1 fs and κ = 2, so ω = √2 fs⁻¹. The harmonic frequency of the bond is 0.1025 rad/fs. In the coupled continuous equations over 120 fs, the largest deviation from the Born-Oppenheimer path is 5.26 × 10⁻⁵, 5.25 × 10⁻⁴ and 5.23 × 10⁻³ Å for μ = 1, 10 and 100 eV fs², which is the expected proportionality to μ. At μ = 100 eV fs² the added mass at equilibrium is 100 × 0.108 = 10.8 eV fs² Å⁻², about 1% of M. Including m(R) reduces the discrepancy from 5.23 × 10⁻³ to 3.1 × 10⁻⁵ Å.

One update with converged densities, at n = 15, can be followed by hand for the element P₁₁:

P₁₁(16) = 2(0.25437540) − 0.25238406 + 2(0.25431647 − 0.25437540)
= 0.25636674 − 0.00011786 = 0.25624888,

which agrees with the program to one unit in the last digit, the effect of rounding the inputs. When the step is halved at fixed κ, the largest ‖D − P‖ falls from 3.13 × 10⁻⁴ to 7.79 × 10⁻⁵, a factor of 4.0. The largest change of D between steps falls from 3.06 × 10⁻³ to 1.53 × 10⁻³, a factor of 2.0. These are the second and first orders found above.

The symmetry in time matters when only one diagonalization is made per step. Suppose first that the guess is the previous output density, and let x(n) be the error of the output s. Then

x(n) = γ[x(n−1) − (s(n) − s(n−1))].

For slow motion x(n) ≈ x(n−1), which gives x = −γδt ṡ/(1 − γ): the electrons are in error by an amount proportional to the velocity. The electronic force is −2 Tr[H₀′D] = −4βtD₁₂. Along the idempotent matrices D₁₂ = ½(1 − s²)^½, so an error x changes D₁₂ by −sx/(4D₁₂). As s/(2D₁₂) = h/t, the force error is

δF = 2βhx = ηṘ,  η = −2βhγδt s′/(1 − γ).

Stretching the bond lowers t and raises s, so s′ > 0; with γ < 0 and h > 0, η is positive. This is friction with the wrong sign, and it feeds energy into the vibration. Its size follows from Tr[D′²] = s′²/(8D₁₂²), which gives s′ = 2 × 0.438 × (2 × 0.108)^½ = 0.407 Å⁻¹, and

η = 2 × 1.5 × 1.0175 × (0.364/1.364) × 0.407 = 0.33 eV fs Å⁻².

In a harmonic vibration of energy W the mean of Ṙ² is W/M, so W grows at the rate η/M = 3.2 × 10⁻⁴ fs⁻¹. Starting from 0.0448 eV, the mean gain over 2000 fs is 0.0448(e^0.64 − 1)/2000 = 2.0 × 10⁻⁵ eV/fs. The simulation gives a fitted drift of 1.96 × 10⁻⁵ eV/fs.

With the guess from (3), the smooth part of the error in the input polarization P₂₂ − P₁₁, the only part of P to which one diagonalization responds, is for slow motion −δt² s̈/[κ(1 − γ)], and the output error x is γ times this. The force error then contains R̈ and Ṙ² but no term linear in Ṙ. On the way out and on the way back it has the same value at the same R, so its work cancels over a vibration at this order. This argument covers the smooth part only. Starting with P = D also leaves an undamped free oscillation of comparable size, with a period of about three steps; it contributes to the density error quoted below and adds a rapidly alternating force error. The fitted drift is 3 × 10⁻¹⁰ eV/fs, which is not a resolved drift. For a harmonic vibration, Verlet steps with central-difference velocities lower the peak kinetic energy by the factor 1 − θ²/4, so the recorded energy oscillates at 2Ω with amplitude A = Wθ²/8 ≈ 6 × 10⁻⁵ eV. Integrating by parts in the least-squares formula shows that a line fitted to such an oscillation over a time T can have a slope up to 6A/(ΩT²) ≈ 9 × 10⁻¹⁰ eV/fs. The largest density error over the run is smaller than with the previous density (whose vibration grows during the run) by a factor of about 11, the drift by more than four orders of magnitude, so accuracy of the guess alone does not account for the difference. When the final pairs of R and P are exchanged and the run is repeated, the extended scheme retraces its path to within rounding (the printed error is zero); the other scheme misses it by up to 0.28 Å.

This result belongs to a gapped model with a small, regular solver error. It does not show that incomplete self-consistency is harmless elsewhere. If the gap closes, D(R) may cease to be smooth and the bound on the extra force is lost; if κ(1 − γ) leaves the interval from 0 to 4, small deviations of the auxiliary matrix from the ground state grow, and it no longer follows that state; the linear analysis does not say how large the deviation finally becomes.

Table of computed values

```
hopping at reference length: 2.0 eV
hopping decay: 1.5 1/angstrom
reference length: 1.5 angstrom
site-energy difference: 3.0 eV
charge interaction U: 1.0 eV
repulsion at reference length: 1.5 eV
repulsion decay: 4.0 1/angstrom
reduced mass: 10.0 u = 1036.427 eV fs^2/angstrom^2
time step: 1.0 fs; kappa: 2.0 (no unit)
auxiliary frequency w: 1.41421 rad/fs
equilibrium length: 1.55300 angstrom
starting length: 1.65300 angstrom
starting energy above minimum: 0.04482 eV
equilibrium D11, D22, D12: 0.25875, 0.74125, 0.43795 (no unit)
force constant: 10.8916 eV/angstrom^2
harmonic frequency: 0.10251 rad/fs
harmonic period: 61.292 fs
Tr[D'^2] at equilibrium: 0.10803 1/angstrom^2
length of coupled runs: 120 fs
max path deviation, mu=1 eV fs^2: 5.2558e-05 angstrom
max path deviation, mu=10 eV fs^2: 5.2538e-04 angstrom
max path deviation, mu=100 eV fs^2: 5.2304e-03 angstrom
residual with added mass, mu=100: 3.129e-05 angstrom
extended energy spread, mu=100: 7.5e-13 eV
action gradient, update path: 1.2e-16 1/fs
action gradient, path P=D: 2.253e-04 1/fs
update example, step n: 15
P11(n-1): 0.25238406 (no unit)
P11(n): 0.25437540 (no unit)
D11(n): 0.25431647 (no unit)
P11(n+1): 0.25624887 (no unit)
max |D-P|, dt=1.0 fs: 3.1289e-04 (no unit)
max |D-P|, dt=0.5 fs: 7.7896e-05 (no unit)
max |D(n)-D(n-1)|, dt=1.0 fs: 3.0591e-03 (no unit)
max |D(n)-D(n-1)|, dt=0.5 fs: 1.5294e-03 (no unit)
max trace error of P: 6.7e-16 (no unit)
max |P^2-P|: 1.408e-05 (no unit)
driven response at harmonic frequency: 1.005278 (no unit)
error factor gamma: -0.36380 (no unit)
kappa limit, one diagonalization: 2.9330 (no unit)
one-diagonalization runs: 2000 steps
energy drift, extended guess: 3.202e-10 eV/fs
path reversal error, extended guess: 0.00e+00 angstrom
max density error, extended guess: 1.049e-04 (no unit)
energy drift, previous density: 1.964e-05 eV/fs
path reversal error, previous density: 2.84e-01 angstrom
max density error, previous density: 1.130e-03 (no unit)
```
